# The Shockley-Read-Hall Recombination Rate and Its Injection Limits

Light shines on a p-type semiconductor and creates extra electrons and holes in equal numbers. When the light is switched off, the extra carriers disappear. In many crystals they do so mainly through defects that hold an electron at an energy inside the gap: the defect takes an electron from the conduction band and later gives it to an empty state, a hole, in the valence band. A defect may also return the electron to the conduction band before a hole arrives. How fast do pairs disappear when all these events compete, and when can the result be described by one constant lifetime?

## Setting and assumptions

Let \(n\) and \(p\) be the electron and hole densities, with equilibrium values \(n_0\) and \(p_0\). There are \(N_t\) traps per volume, and a fraction \(f\) of them is filled. The assumptions are these.

**A1.** Each trap has two charge states, empty or holding one electron. Traps do not interact, and carriers reach or leave them only by exchange with the two bands.

**A2.** Within each band the carriers are thermally distributed at the lattice temperature \(T\), also when \(np\) differs from its equilibrium value.

**A3.** The bands are non-degenerate: few conduction states hold electrons and few valence states hold holes.

**A4.** The trap occupation is steady, \(df/dt=0\).

Four processes change the trap occupation. Their rates per volume are

\[
\begin{aligned}
\text{electron capture:}&\quad c_n n N_t(1-f), & \text{electron emission:}&\quad e_n N_t f,\\
\text{hole capture:}&\quad c_p p N_t f, & \text{hole emission:}&\quad e_p N_t(1-f).
\end{aligned}
\]

Electron capture needs a free electron and an empty trap, hence the product \(n(1-f)\). Hole capture means that a trapped electron drops into a hole, so it needs a filled trap. Hole emission means that an empty trap takes an electron from the full valence band, leaving a hole behind.

The net recombination rate \(U\) is the net rate at which electrons leave the conduction band. It is positive for recombination and negative for generation.

## Theorem

Let \(E_c\) and \(E_v\) be the band edges, \(N_c\) and \(N_v\) the effective densities of states, \(E_t\) the trap level, and \(n_i^2=n_0p_0\). Define

\[
n_1=N_c e^{-(E_c-E_t)/kT},\quad p_1=N_v e^{-(E_t-E_v)/kT},\quad
\tau_n=\frac1{c_nN_t},\quad \tau_p=\frac1{c_pN_t}.
\]

Under A1 to A4,

\[
\boxed{\,U=\frac{np-n_i^2}{\tau_p(n+n_1)+\tau_n(p+p_1)}\,}
\]

The proof needs the emission coefficients (Lemma 1) and the trap occupation (Lemma 2).

## Lemma 1: emission coefficients

**Claim.** \(e_n=c_nn_1\), \(e_p=c_pp_1\), and \(n_1p_1=n_i^2\).

**Proof.** The starting point is detailed balance: in thermal equilibrium each process runs as often as its own reverse. In the golden rule, a transition between two states of trap, carriers and lattice has the same squared matrix element in both directions, because the perturbation is Hermitian. The two states have the same total energy and electron number, so they are equally probable in equilibrium. The two flows are therefore equal.

The equilibrium occupation of the trap follows from its statistical weights. Let the empty trap have \(g_0\) states, and the filled trap \(g_1\) states at energy \(\varepsilon\). With Fermi level \(E_F\),

\[
\frac{1-f_0}{f_0}=\frac{g_0}{g_1}e^{(\varepsilon-E_F)/kT}=e^{(E_t-E_F)/kT},\qquad
E_t=\varepsilon+kT\ln\frac{g_0}{g_1}.
\]

The level \(E_t\) used here thus includes the degeneracy factor.

Now take conduction states at energy \(E\), with density of states \(D(E)\) and occupation \(\phi(E)\). Let an empty trap capture from them at the rate \(D\,C\,\phi\) per unit energy, and a filled trap emit into them at the rate \(D\,B\,(1-\phi)\). The factor \(1-\phi\) is there because the final state must be empty. The coefficients \(C(E)\) and \(B(E)\) depend on the trap and on the lattice temperature. In equilibrium, detailed balance reads \(C\phi_0(1-f_0)=B(1-\phi_0)f_0\). Since \(\phi_0/(1-\phi_0)=e^{-(E-E_F)/kT}\),

\[
B=C\,e^{-(E-E_F)/kT}\,e^{(E_t-E_F)/kT}=C\,e^{-(E-E_t)/kT}.
\]

The Fermi level has cancelled, so this relation also holds out of equilibrium.

By A2 and A3, \(\phi\propto e^{-E/kT}\). The capture coefficient is the average of \(C\) over the electrons present:

\[
c_n=\frac{\int D\,C\,e^{-(E-E_c)/kT}dE}{\int D\,e^{-(E-E_c)/kT}dE}
=\frac1{N_c}\int D\,C\,e^{-(E-E_c)/kT}dE .
\]

The last step uses the definition of \(N_c\). By A3 we may also set \(1-\phi\approx1\) in the emission rate, which gives

\[
e_n=\int D\,B\,dE=e^{-(E_c-E_t)/kT}\int D\,C\,e^{-(E-E_c)/kT}dE=c_nN_ce^{-(E_c-E_t)/kT}=c_nn_1 .
\]

For holes, the occupation of a valence state by a hole obeys \(\phi_h/(1-\phi_h)=e^{-(E_F-E)/kT}\) in equilibrium, and capture needs a filled trap. Balance then gives \(B_h=C_he^{-(E_t-E)/kT}\). Averaging over the valence band as before yields \(e_p=c_pN_ve^{-(E_t-E_v)/kT}=c_pp_1\).

Finally, \(n_0=N_ce^{-(E_c-E_F)/kT}\) and \(p_0=N_ve^{-(E_F-E_v)/kT}\), so

\[
n_1p_1=N_cN_ve^{-(E_c-E_v)/kT}=n_0p_0=n_i^2.\qquad\blacksquare
\]

**Remark (meaning of \(n_1\)).** It is the electron density that would be present if the Fermi level lay at \(E_t\). When \(n=n_1\), an empty trap captures electrons at the same rate at which a filled trap emits them.

**Remark (failure in a degenerate band).** If the low conduction states are full, emission into them is blocked. The band integral was evaluated for an energy-independent cross-section and a trap 0.30 eV below \(E_c\). At an electron density near \(10^{17}\ \mathrm{cm^{-3}}\) it gives \(e_n/(c_nn_1)=0.999\), with \(c_n\) the non-degenerate coefficient. With the Fermi level \(3kT\) above \(E_c\) the ratio is 0.30, so Lemma 1, on which the proof rests, no longer holds. The rate itself need not change much: if the traps are nearly all filled, hole capture alone sets it.

## Lemma 2: steady trap occupation

**Claim.** With \(S=c_nn+e_n+c_pp+e_p\),

\[
f=\frac{c_nn+e_p}{S},\qquad 1-f=\frac{e_n+c_pp}{S}.
\]

**Proof.** The trapped charge is steady when net electron capture equals net hole capture:

\[
c_nn(1-f)-e_nf=c_pp f-e_p(1-f).
\]

Collecting the terms with \(f\) on the right gives \(c_nn+e_p=f(c_nn+e_n+c_pp+e_p)\). This is the first formula, and subtracting it from 1 gives the second. \(\blacksquare\)

The numerator of \(f\) contains the two processes that fill a trap, and that of \(1-f\) the two that empty it.

## Proof of the theorem

Insert Lemma 2 into the net electron capture rate:

\[
U=N_t\left[c_nn(1-f)-e_nf\right]
=\frac{N_t}{S}\left[c_nn(e_n+c_pp)-e_n(c_nn+e_p)\right].
\]

The terms \(c_nn\,e_n\) cancel. They describe electrons that are captured and returned to the conduction band. What remains is

\[
U=\frac{N_t(c_nc_p\,np-e_ne_p)}{c_nn+e_n+c_pp+e_p}.
\]

By Lemma 1, \(e_ne_p=c_nc_pn_1p_1=c_nc_pn_i^2\), so

\[
U=\frac{N_tc_nc_p(np-n_i^2)}{c_n(n+n_1)+c_p(p+p_1)}.
\]

Divide numerator and denominator by \(N_tc_nc_p\). The factor in front of \(n+n_1\) becomes \(1/(c_pN_t)=\tau_p\), and that in front of \(p+p_1\) becomes \(1/(c_nN_t)=\tau_n\). This is the stated result. \(\blacksquare\)

**Remark (why the lifetimes appear crossed).** The electron density multiplies the hole lifetime. If \(n\) is so large that \(\tau_pn\) dominates the denominator, the traps are nearly all filled and wait for holes. Then \(U\approx(p-n_i^2/n)/\tau_p\), which is \(p/\tau_p\) when \(np\gg n_i^2\), and hole capture sets the rate.

**Remark (what fixes the separate emission coefficients).** Requiring merely that \(U=0\) at \(n_0,p_0\) would fix the product \(e_ne_p\), and hence the numerator. At a steady occupation, \(U=0\) makes net electron capture and net hole capture vanish for any \(e_n\) and \(e_p\) with this product. The separate values in the denominator need in addition the equilibrium occupation \(f_0\) of the trap: \(c_nn_0(1-f_0)=e_nf_0\) then gives \(e_n=c_nn_1\), and likewise \(e_p=c_pp_1\).

**Remark (generation).** Where an electric field has removed the carriers, \(n=p=0\) and

\[
U=-\frac{n_i^2}{\tau_pn_1+\tau_np_1}<0 .
\]

The trap then emits electrons and holes in turn and so creates pairs.

## Corollary: lifetimes

Let the excess densities be equal, \(n=n_0+\Delta\) and \(p=p_0+\Delta\) with \(\Delta>0\). Charge neutrality allows this if the change in trapped charge is small compared with \(\Delta\). Define the lifetime by \(U=\Delta/\tau\), and let \(x=\Delta/(n_0+p_0)\). Then

\[
\tau=\frac{\tau_{LL}+x\,\tau_{HL}}{1+x},\qquad
\tau_{LL}=\frac{\tau_p(n_0+n_1)+\tau_n(p_0+p_1)}{n_0+p_0},\qquad
\tau_{HL}=\tau_n+\tau_p .
\]

**Proof.** Since \(n_0p_0=n_i^2\),

\[
np-n_i^2=(n_0+\Delta)(p_0+\Delta)-n_0p_0=\Delta(n_0+p_0+\Delta).
\]

One factor \(\Delta\) cancels in \(\tau=\Delta/U\):

\[
\tau=\frac{\tau_p(n_0+n_1+\Delta)+\tau_n(p_0+p_1+\Delta)}{n_0+p_0+\Delta}
=\frac{(n_0+p_0)\tau_{LL}+\Delta(\tau_n+\tau_p)}{n_0+p_0+\Delta}.
\]

Dividing numerator and denominator by \(n_0+p_0\) gives the claim. \(\blacksquare\)

The lifetime is a weighted mean of its two limits, and it moves steadily from one to the other as \(\Delta\) grows. Subtracting each limit gives the relative deviations

\[
\frac{\tau}{\tau_{LL}}-1=\left(\frac{\tau_{HL}}{\tau_{LL}}-1\right)\frac{x}{1+x},\qquad
\frac{\tau}{\tau_{HL}}-1=\left(\frac{\tau_{LL}}{\tau_{HL}}-1\right)\frac1{1+x}.
\]

The low-injection value is therefore good when \(x\ll1\) and also \(x\tau_{HL}\ll\tau_{LL}\). The high-injection value is good when \(x\gg1\) and also \(x\tau_{HL}\gg\tau_{LL}\). Comparing \(\Delta\) with the doping is not sufficient if the two lifetimes differ greatly.

**Low injection, deep trap.** In p-type material let \(n_0\) and \(p_1\) be much smaller than \(p_0\), and let \(\tau_p(n_0+n_1)\ll\tau_np_0\). Then \(\tau_{LL}\approx\tau_n\). Holes are plentiful, so nearly every captured electron recombines, and the capture of the minority electron sets the pace. Exchanging the roles of the carriers gives \(\tau_{LL}\approx\tau_p\) in n-type material.

**Low injection, shallower trap.** In p-type material let \(n_1\) now matter, while \(p_1\ll p_0\), \(n_0\ll n_1\) and \(n_0\ll p_0\). Using \(\tau_p/\tau_n=c_n/c_p\),

\[
\tau_{LL}\approx\tau_n+\tau_p\frac{n_1}{p_0}
=\tau_n\left(1+\frac{c_nn_1}{c_pp_0}\right)=\frac{\tau_n}{P},\qquad
P=\frac{c_pp_0}{c_pp_0+c_nn_1}.
\]

A trapped electron meets a hole at the rate \(c_pp_0\) and is re-emitted at the rate \(c_nn_1\). Thus \(P\) is the probability that the hole comes first. Only this fraction of the captures leads to recombination, which lengthens the lifetime.

**High injection.** When \(n\approx p\approx\Delta\) and emission is negligible, a trap waits on average \(1/(c_n\Delta)\) for an electron and then \(1/(c_p\Delta)\) for a hole. The waiting times add because the captures happen in turn. The rate is \(N_t\) divided by the length of this cycle:

\[
U=\frac{N_t}{1/(c_n\Delta)+1/(c_p\Delta)}=\frac{\Delta}{\tau_n+\tau_p}.
\]

Neither \(n_1\) nor \(p_1\) appears, so the trap depth no longer matters in this limit. The depth does decide where the limit begins: besides \(\Delta\gg n_0+p_0\), the corollary asks for \(\Delta(\tau_n+\tau_p)\gg\tau_pn_1+\tau_np_1\). This holds once \(\Delta\) is large compared with \(n_1\) and \(p_1\). For a trap close to a band edge, where \(n_1\) or \(p_1\) may exceed the doping, it can ask for much more than \(\Delta\gg n_0+p_0\). Emission events themselves are rare when \(c_nn_1\ll c_p\Delta\) and \(c_pp_1\ll c_n\Delta\).

## Worked example

Take round model parameters: \(T=300\) K, a gap of 1.1 eV, and both band masses equal to the free-electron mass. Then \(N_c=N_v=2.509\times10^{19}\ \mathrm{cm^{-3}}\) and \(n_i=1.445\times10^{10}\ \mathrm{cm^{-3}}\). The material is p-type with \(p_0=10^{15}\ \mathrm{cm^{-3}}\), so \(n_0=n_i^2/p_0=2.09\times10^5\ \mathrm{cm^{-3}}\).

A capture coefficient is a cross-section times the mean thermal speed, here \(1.076\times10^7\) cm/s. Cross-sections of \(10^{-15}\ \mathrm{cm^2}\) for electrons and \(2.5\times10^{-16}\ \mathrm{cm^2}\) for holes give \(c_n=1.076\times10^{-8}\) and \(c_p=2.690\times10^{-9}\ \mathrm{cm^3/s}\). With \(N_t=10^{12}\ \mathrm{cm^{-3}}\),

\[
\tau_n=92.93\ \mathrm{\mu s},\qquad \tau_p=371.73\ \mathrm{\mu s},\qquad \tau_{HL}=464.67\ \mathrm{\mu s}.
\]

Compare a midgap trap, \(E_c-E_t=0.55\) eV, with a shallower one at 0.30 eV. The midgap trap has \(n_1=p_1=n_i\), negligible beside \(p_0\), and \(\tau_{LL}=92.94\ \mathrm{\mu s}\approx\tau_n\). The shallower trap has \(n_1=2.290\times10^{14}\ \mathrm{cm^{-3}}\), so

\[
\tau_{LL}\approx92.93+371.73\times0.2290=178.1\ \mathrm{\mu s}.
\]

A random simulation of single capture and emission events gives \(P=0.522\) for this trap, and \(92.93/0.522=178\ \mathrm{\mu s}\). Nearly half of the captured electrons are re-emitted.

Now let \(\Delta=10^{14}\ \mathrm{cm^{-3}}\) with the shallower trap. The numerator of \(U\) is \(10^{14}\times1.1\times10^{15}=1.1\times10^{29}\ \mathrm{cm^{-6}}\). The denominator is

\[
3.7173\times10^{-4}\times3.290\times10^{14}+9.293\times10^{-5}\times1.1\times10^{15}
=2.245\times10^{11}\ \mathrm{s\,cm^{-3}},
\]

so \(U=4.90\times10^{17}\ \mathrm{cm^{-3}s^{-1}}\) and \(\tau=\Delta/U=204\ \mathrm{\mu s}\). The separate rates confirm the balance. Electron capture minus emission is \((8.979-4.079)\times10^{17}=4.90\times10^{17}\ \mathrm{cm^{-3}s^{-1}}\). Hole capture is \(4.899\times10^{17}\ \mathrm{cm^{-3}s^{-1}}\), and hole emission, \(2.0\times10^9\ \mathrm{cm^{-3}s^{-1}}\), is negligible.

The lifetimes, in microseconds, change with injection as follows.

| \(\Delta\) (cm⁻³) | Midgap | Shallower |
|---|---|---|
| \(10^{12}\) | 93.3 | 178.3 |
| \(10^{14}\) | 126.7 | 204.1 |
| \(10^{15}\) | 278.8 | 321.4 |
| \(10^{16}\) | 430.9 | 438.6 |
| \(10^{18}\) | 464.3 | 464.4 |

At \(\Delta=10^{14}\ \mathrm{cm^{-3}}\) the excess is a tenth of the doping, yet the midgap lifetime is 36% above \(\tau_{LL}\). The deviation formula explains this: \(\tau_{HL}/\tau_{LL}-1=4.0\), and \(4.0\times0.1/1.1=0.36\).

With all carriers removed, the midgap trap generates \(3.11\times10^{13}\) pairs \(\mathrm{cm^{-3}s^{-1}}\), the shallower one \(2.45\times10^9\). The large \(n_1\) of the shallower trap goes with a small \(p_1\): it emits electrons readily but must wait long for each hole emission.

## Decay in time and the limit on trap density

After the light is switched off, \(d\Delta/dt=-\Delta/\tau(\Delta)\), provided the traps follow the carriers through a series of nearly steady states and the change in trapped charge stays small compared with \(\Delta\). The decay from \(x_a\) to \(x_b\) then takes

\[
t=\int_{x_b}^{x_a}\frac{\tau_{LL}+x\tau_{HL}}{x(1+x)}dx
=\tau_{LL}\ln\frac{x_a}{x_b}+(\tau_{HL}-\tau_{LL})\ln\frac{1+x_a}{1+x_b},
\]

where \(1/[x(1+x)]=1/x-1/(1+x)\) was used. For the midgap trap, from \(\Delta=10^{17}\) to \(10^{13}\ \mathrm{cm^{-3}}\), this is \(92.94\times9.210+371.73\times4.605=2568\ \mathrm{\mu s}\). Integrating the full rate equations, with trapped charge included, also gives 2.568 ms.

The agreement needs few enough traps. Consider a small disturbance in p-type material with a deep trap that is empty in equilibrium, and neglect emission. The excess electrons \(\delta n\) and trapped electrons \(\delta n_t\) obey

\[
\frac{d\,\delta n}{dt}=-c_nN_t\,\delta n,\qquad
\frac{d\,\delta n_t}{dt}=c_nN_t\,\delta n-c_pp_0\,\delta n_t .
\]

The two decay rates are \(c_nN_t=1/\tau_n\) and \(c_pp_0\). If \(c_nN_t\ll c_pp_0\), the slow decay has the lifetime \(\tau_n\), and few electrons are stored in traps. In the example this means \(N_t\ll2.5\times10^{14}\ \mathrm{cm^{-3}}\). For \(N_t=10^{16}\ \mathrm{cm^{-3}}\) the order is reversed: electrons are trapped quickly and then wait for holes. The slow decay time exceeds \(\tau_{LL}\) by the factor \(c_nN_t/(c_pp_0)=40\), and the eigenvalues of the full linear equations give 39.99. This slow time belongs to the trapped electrons and the excess holes that balance them; nearly all free electrons still leave the band with the time \(\tau_n\), as the first equation shows. The rate formula still holds for a steady state at given \(n\) and \(p\), but a single lifetime with \(\Delta n=\Delta p\) no longer describes the decay.

## Values computed for the example and the checks

```
kT = 0.02585 eV at T = 300 K; gap = 1.1 eV
Nc = Nv = 2.5094e+19 cm^-3; ni = 1.4454e+10 cm^-3
mean thermal speed = 1.0760e+07 cm/s
cross-sections: electron 1.0e-15, hole 2.5e-16 cm^2
c_n = 1.0760e-08, c_p = 2.6901e-09 cm^3/s; Nt = 1.0e+12 cm^-3
tau_n = 92.93 us; tau_p = 371.73 us
p0 = 1.0e+15 cm^-3; n0 = 2.0891e+05 cm^-3
Emission coefficient e_n/(c_n n1) from band integral:
  electron density near 1e17 cm^-3: 0.99901
  degenerate, Fermi level 3 kT above Ec: 0.3035
Trap midgap: Ec-Et = 0.55 eV, n1 = 1.4454e+10, p1 = 1.4454e+10 cm^-3
  tau_LL = 92.94 us; tau_HL = 464.67 us
  excess 1e+12 cm^-3: lifetime 93.31 us
  excess 1e+13 cm^-3: lifetime 96.62 us
  excess 1e+14 cm^-3: lifetime 126.73 us
  excess 1e+15 cm^-3: lifetime 278.80 us
  excess 1e+16 cm^-3: lifetime 430.87 us
  excess 1e+18 cm^-3: lifetime 464.30 us
  U at n = p = 0: -3.1105e+13 cm^-3 s^-1
Trap shallower: Ec-Et = 0.30 eV, n1 = 2.2898e+14, p1 = 9.1235e+05 cm^-3
  tau_LL = 178.05 us; tau_HL = 464.67 us
  excess 1e+12 cm^-3: lifetime 178.34 us
  excess 1e+13 cm^-3: lifetime 180.89 us
  excess 1e+14 cm^-3: lifetime 204.11 us
  excess 1e+15 cm^-3: lifetime 321.36 us
  excess 1e+16 cm^-3: lifetime 438.61 us
  excess 1e+18 cm^-3: lifetime 464.38 us
  U at n = p = 0: -2.4543e+09 cm^-3 s^-1
n-type, n0 = 1e+15 cm^-3, midgap trap, excess 1e11 cm^-3: 371.75 us
Shallower trap, excess 1e+14 cm^-3: f = 0.16557
  electron capture: 8.9788e+17 cm^-3 s^-1
  electron emission: 4.0794e+17 cm^-3 s^-1
  hole capture: 4.8994e+17 cm^-3 s^-1
  hole emission: 2.0480e+09 cm^-3 s^-1
  net rate U = 4.8994e+17 cm^-3 s^-1
  U from random simulation = 4.909e+17 cm^-3 s^-1
Low injection, chance of hole before re-emission: 0.5221
  tau_n divided by this chance = 178.0 us
Slow decay time / tau_LL, midgap trap:
  Nt = 1e+10 cm^-3: 1.000000
  Nt = 1e+12 cm^-3: 1.000000
  Nt = 1e+16 cm^-3: 39.990811
Time for excess to fall from 1e17 to 1e13 cm^-3:
  midgap: full equations 2.5679 ms, from lifetime formula 2.5679 ms
  shallower: full equations 2.9602 ms, from lifetime formula 2.9598 ms
```
